# Predicting a redox rate from the Marcus cross relation

**Question**

I am modelling an acidic iron-alloy plating bath in which unwanted Fe(III) is reduced by V(II):

$$\mathrm{Fe^{3+}+V^{2+}\to Fe^{2+}+V^{3+}} .$$

My rough inputs for the aqua ions at 298.15 K are self-exchange rate constants $k_{11}=4$ (iron) and $k_{22}=0.01\ \mathrm{M^{-1}s^{-1}}$ (vanadium), and a standard reaction free energy of $-1.00$ eV. The geometric-mean rule $k_{12}=\sqrt{k_{11}k_{22}K_{12}}$ gives $5.7\times10^{7}\ \mathrm{M^{-1}s^{-1}}$. I have been told to multiply by a factor $f_{12}$ under the root. Where does it come from, does it matter here, and what happens to the Coulomb repulsion between the ions?

**Answer**

The factor comes from the curvature of the Marcus barrier as a function of driving force. To see it, write the rate for one pair, obtain the barrier, and then eliminate the reorganization energies in favour of the self-exchange rates. I use atomic units in the algebra, and $kT$ is an energy.

**Rate of one pair**

Let $N$ be the number density of a 1 M solution. An ion has on average $4\pi N R^2\,\delta R\,e^{-w/kT}$ partners in a thin shell of width $\delta R$ at contact distance $R$, where $w$ is the work of bringing the pair together. If each pair attempts transfer at frequency $\nu$ over a barrier $G^*$, then

$$k=A\,e^{-(w+G^*)/kT},\qquad A=4\pi N R^2\,\delta R\,\nu .$$

Any electronic transmission factor belongs in $A$. This assumes that the reaction does not deplete the contact pairs, which is checked below.

Call the work $w_{12}$ for the reactants and $w_{21}$ for the products. Starting from separated reactants, the reactant pair lies at $w_{12}$ and the product pair at $\Delta G^\circ+w_{21}$. The reaction free energy within the pair is therefore

$$\Delta G'=\Delta G^\circ+w_{21}-w_{12}.$$

**The barrier**

Take classical harmonic coordinates $x_j$, scaled to be 0 at reactant equilibrium and 1 at product equilibrium, with the same stiffness in both states:

$$U_R=\sum_j L_jx_j^2,\qquad U_P=\sum_j L_j(1-x_j)^2+\Delta G' .$$

The electron can transfer where $U_R=U_P$. With $\lambda=\sum_jL_j$, the squares cancel and leave

$$\sum_jL_jx_j=\frac{\lambda+\Delta G'}{2}.$$

To minimize $U_R$ under this condition, use a multiplier $\mu$. Then $2L_jx_j=\mu L_j$, so all $x_j$ have one value, $x=(\lambda+\Delta G')/2\lambda$. Hence

$$G^*=\lambda x^2=\frac{(\lambda+\Delta G')^2}{4\lambda}
=\frac{\lambda}{4}+\frac{\Delta G'}{2}+\frac{\Delta G'^2}{4\lambda}.$$

The last term will become $f_{12}$.

**Why self-exchange rates are enough**

Suppose that each coordinate belongs to one ion. Let the coordinates of ion $i$ contribute $\Lambda_i$ to $\lambda$. Equal stiffness makes this the same for oxidation and reduction. Self-exchange involves two ions of one kind, so $\lambda_{ii}=2\Lambda_i$. The cross reaction involves one of each, so

$$\lambda_{12}=\Lambda_1+\Lambda_2=\tfrac12(\lambda_{11}+\lambda_{22}).$$

For self-exchange, reactants and products are identical and $\Delta G'=0$. Taking the logarithm of its rate gives

$$\frac{\lambda_{ii}}{4kT}=\ln\frac{A_{ii}}{k_{ii}}-\frac{w_{ii}}{kT}.$$

Averaging the two couples,

$$\frac{\lambda_{12}}{4kT}=-\frac12\left[\ln\frac{k_{11}k_{22}}{A_{11}A_{22}}+\frac{w_{11}+w_{22}}{kT}\right].$$

**Assembling the cross relation**

The logarithm of the cross rate is

$$\ln k_{12}=\ln A_{12}-\frac{w_{12}}{kT}-\frac{\lambda_{12}}{4kT}-\frac{\Delta G'}{2kT}-\frac{\Delta G'^2}{4\lambda_{12}kT}.$$

Since $\ln K_{12}=-\Delta G^\circ/kT$, the linear term is

$$-\frac{\Delta G'}{2kT}=\frac12\ln K_{12}+\frac{w_{12}-w_{21}}{2kT}.$$

The work terms add to $-w_{12}+\frac12(w_{11}+w_{22})+\frac12(w_{12}-w_{21})=\frac12(w_{11}+w_{22}-w_{12}-w_{21})$. Naming the quadratic term $\frac12\ln f_{12}$, we get

$$k_{12}=\sqrt{k_{11}k_{22}K_{12}f_{12}}\;\frac{A_{12}}{\sqrt{A_{11}A_{22}}}\;\exp\!\left[\frac{w_{11}+w_{22}-w_{12}-w_{21}}{2kT}\right],$$

with $\ln f_{12}=-\Delta G'^2/(2\lambda_{12}kT)$. Inserting the expressions for $\Delta G'$ and $\lambda_{12}$,

$$\ln f_{12}=\frac{\left[\ln K_{12}+(w_{12}-w_{21})/kT\right]^2}{4\left[\ln\dfrac{k_{11}k_{22}}{A_{11}A_{22}}+\dfrac{w_{11}+w_{22}}{kT}\right]}.$$

The denominator is negative because $\lambda_{12}>0$, so $f_{12}\le1$.

The reverse reaction has $K_{12}\to1/K_{12}$, $w_{12}\leftrightarrow w_{21}$ and the same prefactor, $A_{21}=A_{12}$. The squared numerator and the work factor do not change, so $k_{12}/k_{21}=K_{12}$, as detailed balance requires.

**Your numbers**

Take $R=6.5$ Å, $\delta R=0.8$ Å and $\nu=10^{13}\ \mathrm{s^{-1}}$ for all three reactions, so $A=2.558\times10^{12}\ \mathrm{M^{-1}s^{-1}}$ throughout.

For the repulsion I use a linearized ionic atmosphere that starts at $R$. Its potential is $\phi=Ce^{-\kappa r}/r$. Matching the field $z/(\varepsilon_sR^2)$ of the central ion at $R$ fixes $C$, and the partner of charge $z'$ then costs

$$w=\frac{zz'}{\varepsilon_sR(1+\kappa R)} .$$

With $zz'=6$, $\varepsilon_s=78.4$ and ionic strength 1 M ($\kappa=0.329$ Å$^{-1}$), $w=0.0540$ eV. The screening length is then only about 3 Å, less than the contact distance, so this linearized continuum value is a rough estimate. Every pair here, including the product pair, is a 3+ ion beside a 2+ ion at the same distance. The exponential work factor is therefore 1, but $w$ remains in $f_{12}$ through $\lambda_{12}$.

With $kT=0.02569$ eV,

$$\lambda_{11}=4\left[0.02569\ln\frac{2.558\times10^{12}}{4}-0.0540\right]=2.58\ \mathrm{eV},$$

$$\lambda_{22}=4\left[0.02569\ln\frac{2.558\times10^{12}}{0.01}-0.0540\right]=3.19\ \mathrm{eV},$$

so $\lambda_{12}=2.886$ eV. Then

$$\ln f_{12}=-\frac{(1.00)^2}{2(2.886)(0.02569)}=-6.74,\qquad \sqrt{f_{12}}=0.0343,$$

$$k_{12}=(5.66\times10^{7})(0.0343)=1.9\times10^{6}\ \mathrm{M^{-1}s^{-1}}.$$

So the factor matters: leaving it out makes the model's rate 29 times too large. The barrier gives the same answer directly: $G^*=(2.886-1.00)^2/(4\times2.886)=0.308$ eV, and $A\,e^{-(0.054+0.308)/0.02569}$ is again $1.9\times10^6$.

**Can diffusion keep up?**

Let $c(r)$ be the partner concentration relative to the bulk, $D$ the sum of the diffusion constants, and $w(r)=w(R/r)e^{-\kappa(r-R)}$. A steady inward current satisfies

$$k=4\pi N D r^2\left(c'+\frac{c\,w'}{kT}\right)
\;\Rightarrow\;
\frac{d}{dr}\left(c\,e^{w/kT}\right)=\frac{k\,e^{w/kT}}{4\pi N D r^2}.$$

Integrating from $R$ to infinity gives $c(R)e^{w/kT}=1-k/k_d$, where

$$k_d=\frac{4\pi N D}{\int_R^\infty e^{w(r)/kT}r^{-2}\,dr}.$$

The reaction rate is reduced by the same depletion, $k=k_{12}(1-k/k_d)$, so $1/k=1/k_{12}+1/k_d$. A rough $D=1.2\times10^{-5}\ \mathrm{cm^2/s}$ gives $k_d=3.0\times10^9\ \mathrm{M^{-1}s^{-1}}$, so diffusion lowers your rate by less than 0.1%.

With 10 mM V(II) and 0.1 mM Fe(III), already mixed, V(II) is nearly constant. The model half-life is $\ln2/(1.94\times10^6\times0.010)=36$ µs.

**Weak and strong driving**

For $|\Delta G'|\ll\sqrt{2\lambda_{12}kT}$, $f_{12}\to1$. The geometric-mean rule then returns if the prefactor ratio and the work factor are also 1, as they are here. That scale is about 0.39 eV here, so 1 eV is well outside it.

At fixed self-exchange rates and work terms, differentiating the barrier gives

$$\frac{d\ln k_{12}}{d\ln K_{12}}=\frac12\left(1+\frac{\Delta G'}{\lambda_{12}}\right)=0.327 .$$

Near your conditions, a tenfold larger $K_{12}$ thus raises the rate only about 2.1 times. The slope vanishes at $\Delta G'=-\lambda_{12}=-2.89$ eV. Beyond that the classical formula predicts a falling rate, the inverted region. Near the maximum the activated rate would be $Ae^{-w/kT}\approx3\times10^{11}\ \mathrm{M^{-1}s^{-1}}$, far above $k_d$, so diffusion would flatten the maximum. With these numbers, the classical model with diffusion included shows a clear fall in the observed rate only near $\Delta G'=-4$ eV.

**How well does the relation hold?**

I changed one assumption at a time for your ions. Where a split of $\lambda$ is needed, the solvent part is 1.22 eV (two-sphere continuum formula, optical permittivity 1.78), which leaves inner-shell parts of 1.36 eV for the iron and 1.98 eV for the vanadium self-exchange. Factors below 1 mean that the simple prediction is too high.

- **Stiffness.** Making the metal–oxygen bonds 1.5 times stiffer in the oxidized ion, with self-exchange barriers held fixed, multiplies $k_{12}$ by 0.77.
- **Nuclear tunnelling.** Treating the inner-shell modes as quantum oscillators of 0.054 eV speeds up the self-exchanges by 3.1 and 5.2, and the cross reaction by 2.9. Feeding the faster self-exchange rates into the cross relation gives a prediction that must be multiplied by 0.84 to match the quantum cross rate.
- **Electronic coupling.** A coupling of 0.05 eV lowers all three barriers. The same comparison gives 1.11 with barriers measured from the adiabatic well of the contact pair (1.13 measured from the separated ions), so most of the lowering cancels.
- **Unequal radii.** Radii of 3.1 and 3.4 Å, including their effect on solvent additivity, work and prefactors, give 0.99.
- **Prefactor and work.** Reducing all three $A$ by 100 gives 0.52, because a smaller $\lambda_{12}$ is then inferred. Setting all work terms to zero gives 1.26, because a larger one is inferred.

If the electronic factors differ between the three reactions, the ratio $A_{12}/\sqrt{A_{11}A_{22}}$ multiplies the rate, and the product $A_{11}A_{22}$ also changes $f_{12}$ through the inferred $\lambda_{12}$.

**Comparison with a real bath**

Your self-exchange rates and driving force are of the right rough size for aqua ions in strong acid, but V(II) is a model choice of reductant. As a rough recollection, the measured rate constant for this pair in strong acid is of order $10^4\ \mathrm{M^{-1}s^{-1}}$, roughly one to two hundred times below the prediction. None of the changes listed above accounts for that gap alone. Different electronic factors, or a self-exchange that does not follow the simple outer-sphere path, are possible causes, but I have not shown that either is responsible. At the measured size your half-life would be milliseconds. Less acidic plating baths also contain hydrolysed and anion-bound Fe(III), whose separate reaction paths are not sized here. Warming to 333 K, with $A$, $w$, $\lambda$ and $\Delta G^\circ$ fixed, raises the model rate to $8.5\times10^6\ \mathrm{M^{-1}s^{-1}}$. I would use the cross relation here only for a rough estimate, with a possible error of two decades, and measure the rate if the bath design depends on it. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
Temperature: 298.15 K; kT: 0.02569 eV
Fe self-exchange, rough input: 4 1/(M s)
V self-exchange, rough input: 0.01 1/(M s)
Standard reaction free energy, rough input: -1.00 eV
Contact distance: 6.50 angstrom; shell: 0.80 angstrom
Attempt frequency: 1.0e+13 1/s
Static, optical permittivity: 78.4, 1.78
Ionic strength: 1.0 M
Inverse screening length: 0.3289 1/angstrom
Work term: 0.0540 eV
Prefactor A: 2.558e+12 1/(M s)
Finite-shell integral/thin-shell value - 1: 0.0309
Equilibrium constant K12: 8.008e+16; ln K12: 38.922
Reorganization energy Fe: 2.5776 eV
Reorganization energy V: 3.1933 eV
Reorganization energy cross: 2.8855 eV
ln f12: -6.7445; f12: 1.177e-03
sqrt(f12): 0.0343
Rate without f12: 5.660e+07 1/(M s)
Predicted k12: 1.942e+06 1/(M s)
Cross barrier without work: 0.3080 eV
k12 from direct minimization: 1.942e+06 1/(M s)
Largest ln-rate error in general test: 2.2e-13
Slope d ln k12 / d ln K12: 0.3267
Rate maximum at driving force: 2.886 eV
Sum of diffusion constants, rough: 1.2e-05 cm2/s
Diffusion-limited rate: 3.011e+09 1/(M s)
k12 with diffusion: 1.941e+06 1/(M s)
Initial Fe(III), V(II): 0.10, 10.0 mM
Fe(III) half-life: 35.72 microseconds
Solvent part of reorganization energy: 1.2163 eV
Inner part Fe, V: 1.3613, 1.9770 eV
Solvent energy, excluded-volume/formula: 0.9413
Unequal radii tried: 3.10, 3.40 angstrom
Additivity error from radii: 0.00260 eV
Rate factor, unequal radii: 0.988
Stiffness ratio oxidised/reduced, rough: 1.50
Rate factor, unequal stiffness: 0.773
Metal-oxygen quantum, rough: 0.054 eV
Tunnelling gain Fe, V self: 3.140, 5.202
Tunnelling gain cross reaction: 2.862
True/predicted k12 with tunnelling: 0.845
Electronic coupling tried: 0.050 eV
True/predicted k12 with coupling: 1.109
Rate factor, all A 100 times smaller: 0.516
Rate factor, all work terms zero: 1.265
Bath temperature: 333.15 K
k12 in bath, fixed free energy: 8.534e+06 1/(M s)
Reaction entropy tried: 0.30 meV/K
k12 in bath with that entropy: 9.614e+06 1/(M s)
```
